When exponentially fitted finite-volume continuity equations keep carrier densities positive

Q: A reverse-biased wide-gap diode contains places with practically no carriers. A linear solver knows nothing about densities being positive. Why should it not return a small negative number there?

A: For an arbitrary discretization it may. Suitable signs in the matrix and in the right-hand side, together with some loss of carriers, rule it out, so I start from the equation that produces them.

I use atomic units, ħ = e = mₑ = 1. Let θ be the thermal energy, ψ the electrostatic potential and u = ψ/θ. With Boltzmann statistics and the Einstein relation, electrons of density n and diffusion coefficient D obey

∂n/∂t + div F = −R,  F = −D(∇n − n∇u).

F is a particle flux and R the net recombination rate. Electrons drift towards higher ψ, hence the sign of the drift term. For holes, replace u by −u. The potential and D are frozen during one linear solve.

Q: Then discretize the flux. Where does the exponential come from?

A: From solving the flux equation along one mesh edge. Let the edge run from node i to node j, with length d and coordinate s, and let u change linearly by δ = u_j − u_i. If F and D are constant on it,

dn/ds − (δ/d)n = −F/D.

Multiplying by exp(−δs/d) turns the left side into a derivative:

d/ds [n exp(−δs/d)] = −(F/D) exp(−δs/d).

Integration from 0 to d gives

n_j e^(−δ) − n_i = −(F/D)(d/δ)(1 − e^(−δ)),

and therefore

F = (D/d) δ(n_i − n_j e^(−δ))/(1 − e^(−δ)).

Define B(x) = x/(eˣ − 1), with B(0) = 1. The coefficient of n_i is δ/(1 − e^(−δ)) = B(−δ). That of n_j, after multiplying numerator and denominator by e^δ, is δ/(e^δ − 1) = B(δ). So

F_ij = (D/d)[B(−δ)n_i − B(δ)n_j].

Numerator and denominator of B have the same sign, so B(x) > 0 for every finite x. Two limits check the result. For δ → 0 it becomes diffusion, D(n_i − n_j)/d. In equilibrium n_j = e^δ n_i, and the flux vanishes because B(−δ) = e^δ B(δ).

Q: Positive coefficients in a flux do not make a positive solution. Show me the matrix.

A: Integrate the continuity equation over the cell of node i, with volume V_i. The face shared with cell j has area s_ij; set w_ij = D_ij s_ij/d_ij. Backward Euler with time step Δt gives

V_i(n_i − n_i^old)/Δt + Σ_j w_ij[B(u_i−u_j)n_i − B(u_j−u_i)n_j] + boundary outflow + V_i R_i = 0.

Write the linearized recombination as R_i = c_i n_i − g_i. On an exposed wall of area S_i, let the outward flux be v_i(n_i − n_i⁰), where v_i is a surface recombination velocity; v_i = 0 is an insulating wall. At a contact node k the density n_k is given. Moving known terms to the right yields M n = b, with

M_ij = −w_ij B(u_j−u_i) for i ≠ j,
M_ii = Σ_j w_ij B(u_i−u_j) + V_i(1/Δt + c_i) + S_i v_i,
b_i = V_i(n_i^old/Δt + g_i) + S_i v_i n_i⁰ + Σ_k w_ik B(u_k−u_i)n_k.

The sum in M_ii includes contact neighbours; the last sum in b_i runs over contacts alone. A steady problem drops the terms in 1/Δt.

Now add column j. What leaves cell j through an interior face enters its neighbour, so these terms cancel. What remains is the loss

λ_j = V_j(1/Δt + c_j) + S_j v_j + Σ_k w_jk B(u_j−u_k).

Q: Which signs do you need, and do they really suffice?

A: I assume w_ij ≥ 0, V_i > 0, v_i ≥ 0, c_i ≥ 0 and g_i ≥ 0, with nonnegative old, wall and contact densities. Then M_ij ≤ 0 off the diagonal, λ_j ≥ 0 and b_i ≥ 0. I also assume that every node is joined, through edges of positive weight, to some node with λ > 0.

Suppose a solution has negative entries, and let N be the set of nodes where n_i < 0. Add the equations belonging to N:

Σ_{i∈N} b_i = Σ_{j∈N} n_j Σ_{i∈N} M_ij + Σ_{j∉N} n_j Σ_{i∈N} M_ij.

In the first term, the part of column j inside N is the whole column sum minus the part outside:

Σ_{i∈N} M_ij = λ_j − Σ_{i∉N} M_ij ≥ 0.

This multiplies n_j < 0, so the first term is ≤ 0. The second combines n_j ≥ 0 with M_ij ≤ 0 and is also ≤ 0. The left side is ≥ 0, so everything vanishes. Since n_j is strictly negative in N, each j in N has λ_j = 0 and no edge to a node outside N. Such a node cannot reach a loss, which contradicts the last assumption. Hence N is empty and n ≥ 0.

Physically, a set of cells with negative content could only pull carriers in from outside, while nothing is available to remove them.

Q: You assumed that a solution exists.

A: Take b = 0. If M n = 0, then M(−n) = 0 too. The argument applied to both gives n ≥ 0 and −n ≥ 0, so n = 0. A square matrix with this property is invertible. Column k of its inverse solves the problem whose source is 1 at node k and zero elsewhere, so every entry of M⁻¹ is nonnegative.

Strict positivity follows as well. If n_i = 0, row i reads

Σ_{j≠i} M_ij n_j = b_i.

The left side is ≤ 0 and the right side is ≥ 0, so both vanish, and every neighbour of i has zero density. Repeating this step empties the whole connected component and requires b = 0 on it. A component with any source therefore has n > 0 everywhere.

This was tested on an irregular mesh of 81 nodes with random potentials. Every entry of the inverse was positive for a single leaky node, for a contact along one side, and for an equal strong loss at every node, such as a short time step gives when all cells have the same volume.

Q: What if there is no loss at all?

A: A steady, insulated region without recombination has λ_j = 0 throughout. Then M is singular, and equilibrium shows it: n_i = exp(u_i) makes each edge flux zero, so M e^u = 0. The equations do not know how many carriers are present. A finite time step repairs this. Then λ_j = V_j/Δt, and adding all rows gives Σ V_j n_j = Σ V_j n_j^old, so the old carrier number fixes the new one.

Q: Is w_ij ≥ 0 not automatic? It is a diffusion coefficient times an area over a length.

A: Not when the cells come from perpendicular bisectors of a triangular mesh, where the face length is a signed quantity. Consider a triangle with angle α opposite an edge of length d, and let ρ be its circumradius. Seen from the circumcentre, half the edge subtends α, so d/2 = ρ sin α, and the signed distance from the edge to the circumcentre is ρ cos α. This triangle contributes s/d = (cot α)/2. With angle β on the other side,

s/d = (cot α + cot β)/2 = sin(α+β)/(2 sin α sin β).

An interior edge needs α + β ≤ π, the Delaunay condition, provided one D applies on both sides. At a material interface where each triangle carries its own D, the weight is (D₁ cot α + D₂ cot β)/2, and the Delaunay condition alone does not make it nonnegative. A boundary edge has one triangle and needs α ≤ π/2. Positive cell volumes then follow, because V_i is the sum of s_ij d_ij/4 over the edges at node i.

Q: Does one wrong weight do real harm, or does it merely spoil your proof?

A: For short enough time steps it does harm. Write M = V/Δt + K, where V is the diagonal matrix of volumes. Expanding the inverse gives

M⁻¹ = (1 + Δt V⁻¹K)⁻¹ Δt V⁻¹ = Δt V⁻¹ − Δt² V⁻¹KV⁻¹ + O(Δt³).

For i ≠ j the leading entry is −Δt² K_ij/(V_i V_j) = Δt² w_ij B(u_j−u_i)/(V_i V_j). If both volumes are positive, which a negative weight no longer guarantees, it has the sign of w_ij.

Take a field-free rhombus with vertices A and B at (∓100, 0) Å and C and C′ at (0, ±80) Å. Here and below, numbers are in eV and Å with ħ = 1, so times are in 1/eV, and all parameters are round model values. Since 1/eV is 0.66 fs, the rhombus steps are shorter than a carrier scattering time; they illustrate the signs of the matrix, not real transport. Let D = 100 eV Å². Cutting the rhombus along AB gives this diagonal s/d = −0.225 and each side 0.625. Electrons start in cell A at 10⁻⁶ Å⁻³. After Δt = 2/eV the density at B is −1.19×10⁻⁸ Å⁻³. Cutting along CC′ instead makes the diagonal weight +0.225, and the density at B is +7.3×10⁻¹⁰ Å⁻³.

Q: And for long steps?

A: Here the sign recovers. Put a = 100 × 0.625 = 62.5 eV for a side and m = 100 × 0.225 = 22.5 eV for the size of the negative weight. By symmetry C and C′ hold equal densities:

(V_C/Δt + 2a)n_C = a(n_A + n_B).

The equation at B is

(V_B/Δt + 2a − m)n_B + m n_A − 2a n_C = 0.

Insert n_C and define q = 2a²/(V_C/Δt + 2a):

(V_B/Δt + 2a − m − q)n_B = (q − m)n_A.

Since q < a and m < a, the left bracket is positive. The equation at A has the same bracket, which I call P, and the source V_A n_A^old/Δt. Because V_A = V_B, solving the pair makes n_A proportional to P/[P² − (q−m)²]. Both P + q − m = V_B/Δt + 2(a−m) and P − q + m = V_B/Δt + 2(a−q) are positive, so n_A > 0. Thus n_B changes sign at q = m, that is, at

Δt = V_C m/[2a(a − m)] = 5125 × 22.5/(2 × 62.5 × 40) = 23.1/eV.

Above this step, the detour through C and C′ outweighs the wrong direct coupling. A positive result at one large step therefore does not certify a mesh.

Q: I could avoid exponentials with a central difference. What is lost?

A: Averaging n in the drift term gives

F_ij = −D[(n_j − n_i)/d − (δ/d)(n_i + n_j)/2]
= (D/d)[(1 + δ/2)n_i − (1 − δ/2)n_j].

The off-diagonal entry −w(1 − δ/2) becomes positive for δ > 2, and its partner −w(1 + δ/2) does so for δ < −2. The required signs then fail, although particular data may still give a positive answer.

Consider a steady bar of four 100 Å edges with θ = 0.025 eV, in which the electron's potential energy drops by 0.1 eV per edge, so δ = 0.1/0.025 = 4. The end densities are 10⁻⁹ and 10⁻⁶ Å⁻³. Equal central fluxes on both sides of node k mean

3n_{k−1} + n_k = 3n_k + n_{k+1}.

The trial n_k = rᵏ gives r² + 2r − 3 = 0, so r = 1 or −3. Fitting the ends, n_k = 10⁻⁹ + b[(−3)ᵏ − 1], with b = (10⁻⁶ − 10⁻⁹)/80 = 1.249×10⁻⁸ Å⁻³. The first interior density is 10⁻⁹ − 4b = −4.9×10⁻⁸ Å⁻³, and the third is 10⁻⁹ − 28b = −3.5×10⁻⁷ Å⁻³.

The fitted scheme has B(−4) = 4.07 and B(4) = 0.075, so r = 1 or e⁴. Its interior densities are 1.01×10⁻⁹, 1.34×10⁻⁹ and 1.93×10⁻⁸ Å⁻³. They agree with the continuum solution at the nodes, because flux and field are constant here, as the edge formula assumes.

Q: Suppose I prescribe a current at a boundary instead of a density.

A: Injection adds a positive term to b. Prescribed extraction adds a negative one, and the guarantee is gone. In a steady, field-free bar of length L, held at n₀ on one end, F = D(n₀ − n_L)/L, so

n_L = n₀ − FL/D.

Extraction beyond Dn₀/L asks for carriers that diffusion cannot supply. With n₀ = 10⁻⁶ Å⁻³ and L = 400 Å the limit is 100 × 10⁻⁶/400 = 2.5×10⁻⁷ eV Å⁻². At 0.9 and 1.1 times this limit the end density is +10⁻⁷ and −10⁻⁷ Å⁻³. The fault lies in the boundary condition: the continuum solution is negative too.

Q: You also assumed c ≥ 0 and g ≥ 0. Recombination is nonlinear, so who grants you that?

A: The choice of linearization. Many rates have the form R = r(n,p)(np − n_i²), with r ≥ 0 and intrinsic density n_i. From here on n_i denotes this constant, not the density at node i. Evaluate r and p at the previous iterate, marked by a star, and keep the explicit factor n unknown:

c = r*p*,  g = r*n_i².

Both are nonnegative. Recombination goes into the diagonal and thermal generation into the source. The hole equation is treated likewise. If the iterates converge and r is continuous, c n − g tends to R, so the limit solves the nonlinear discrete equations. Convergence itself is a separate question.

Q: Newton's method is the better linearization. Surely it inherits the property?

A: Not in general. For Shockley-Read-Hall recombination

R = (np − n_i²)/Q,  Q = τ_p n + H,  H = τ_p n₁ + τ_n(p + p₁),

where τ_n and τ_p are lifetimes and n₁ and p₁ are positive trap parameters. With p fixed,

c = ∂R/∂n = [pQ − τ_p(np − n_i²)]/Q² = (pH + τ_p n_i²)/Q² > 0.

The Newton source is

g = cn − R = [npH + τ_p n_i² n − (np − n_i²)(τ_p n + H)]/Q²
= (n_i²H + 2τ_p n_i² n − τ_p n²p)/Q².

Its last term makes g negative when τ_p n²p exceeds the other two, which requires np > 2n_i². For p ≫ n_i, equal lifetimes and n₁ = p₁ = n_i this happens already at n ≈ n_i, a tiny density in a wide-gap material. For Auger recombination, R = (C_n n + C_p p)(np − n_i²), and the weakness moves:

c = 2C_n np + C_p p² − C_n n_i²,  g = C_n n²p + C_p p n_i².

Now g ≥ 0, but c may be negative at low density.

Q: Does the bad Newton source matter in practice?

A: In a uniform box it can. Let τ_n = τ_p = 1/γ, hold p = 10⁻⁷ Å⁻³, start from n = p and neglect n_i. With y = n/p, the rate is R/p = γy/(1 + y). Take γ = 10⁻⁶ eV and Δt = 8×10⁶/eV, so γΔt = 8. The implicit step solves

y − 1 + 8y/(1 + y) = 0, or y² + 8y − 1 = 0,

with positive root y = √17 − 4 = 0.123. The lagged iteration is

y_new = 1/[1 + 8/(1 + y)] = (1 + y)/(9 + y).

It gives 1, 0.200, 0.130, 0.124. Its derivative 8/(9 + y)² is at most 8/81 for y ≥ 0, so it converges. Newton gives

y_new = [1 − 8y²/(1 + y)²]/[1 + 8/(1 + y)²],

which starts with (1 − 2)/(1 + 2) = −1/3, then −0.053, and later approaches the same root. So Newton converges here, but through two negative densities. A joint Newton step for n, p and ψ has further couplings, and the proof does not cover it.

Q: Wide-gap minority densities are absurdly small. Rounding should destroy your signs even if the algebra is right.

A: Not if elimination is done without row exchanges and its pivots stay positive. One step replaces

M_ij by M_ij − M_ik M_kj/M_kk,  b_i by b_i − M_ik b_k/M_kk.

Off the diagonal, M_ik M_kj ≥ 0, so a nonpositive number becomes more negative. On the right, a nonnegative amount is added. Back substitution also adds terms of one sign. Barring underflow, rounding cannot flip these signs; subtraction of like-signed numbers occurs in the diagonal alone.

In exact arithmetic the pivots are positive. Removing node k changes the column sum λ_j into

(λ_j − M_kj) − (M_kj/M_kk)(λ_k − M_kk) = λ_j − M_kj λ_k/M_kk ≥ λ_j.

The reduced matrix keeps the required signs, so its diagonal is ≥ 0. A zero diagonal would force its whole column to vanish, which invertibility forbids. Computed pivots still have to be checked: when the total loss is near rounding level compared with the edge weights, the subtraction in the diagonal cancels almost completely, so a pivot can come out nonpositive, and a positive one can be inaccurate.

Q: Then show me a case where the densities are that small.

A: Take a p-i-n bar of 41 nodes spaced 500 Å apart, with D = 100 eV Å², γ = 10⁻⁶ eV, n₁ = p₁ = n_i, a gap of 3 eV and effective band densities of 10⁻⁵ Å⁻³. Then n_i = 10⁻⁵ e^(−60) = 8.76×10⁻³² Å⁻³. Majority contact densities are 10⁻⁷ Å⁻³, so minority ones are n_i²/10⁻⁷ = 7.67×10⁻⁵⁶ Å⁻³. The potential is prescribed, not solved from Poisson's equation: flat over five edges at each end and linear over thirty between. At 2 eV reverse bias the drop is 4.77 eV, or δ = 6.36 per ramp edge.

Starting from n = p = 10⁻⁷ Å⁻³ everywhere inside, alternating lagged solves converge in six rounds. Every iterate is positive; the smallest density is 2.37×10⁻⁵⁷ Å⁻³.

Q: That is below the minority contact density. Is it rounding noise?

A: No, it is extraction by the field. Neglect bulk generation near the p contact. Five flat edges carry the electron flux (D/h)(n_c − n_e)/5, where h is the spacing, n_c the contact density and n_e that at the ramp's start. A constant density n_e on the ramp carries (D/h)δn_e, because B(−δ) − B(δ) = δ. Equating them gives

n_e = n_c/(1 + 5δ) = 7.67×10⁻⁵⁶/32.8 = 2.34×10⁻⁵⁷ Å⁻³,

close to the smallest value found, which occurs at this node in the first round. Thermal generation, neglected in the estimate, raises the converged density there to 2.63×10⁻⁵⁷ Å⁻³, still below the contact value.

Q: Positive numbers can still be wrong. Can you check the current?

A: Compare it with thermal generation. In the depleted region neglect np against n_i², so that −R = γn_i²/(n + p + 2n_i). Majority carriers spill into the ramp from each end, falling exponentially with the scaled potential. The total drop is 2 ln(10⁻⁷ Å⁻³/n_i) + V/θ, with V the bias energy, so the points n = n_i and p = n_i are V/θ apart. In the half nearer the n side, put n = n_i e^y and neglect p. With Y = V/(2θ),

∫ dy/(2 + e^y) from −Y to ∞ = ½[Y + ln(2 + e^(−Y))] ≈ ½(Y + ln 2).

The upper limit may be infinite because the integrand has died out before the ramp ends. Add the equal hole half and convert y to length by h/δ:

F_tot ≈ (γn_i/2)(h/δ)(V/θ + 2 ln 2)
= 4.38×10⁻³⁸ × 78.6 × 81.4 = 2.80×10⁻³⁴ eV Å⁻².

The edge fluxes at mid-bar, electron minus hole because the two move oppositely, give 2.82×10⁻³⁴ eV Å⁻². The difference is 0.6% of the estimate, although the estimate replaces a sum over coarse cells by an integral. In device units the current density is 6.9×10⁻²² A/cm². It belongs to this model, which omits surface leakage, tunnelling, avalanche and velocity saturation. The drift speed Dδ/h on the ramp is about 1.9×10⁷ cm/s, where real wide-gap materials saturate; the generation estimate does not contain D, but the minority densities on the ramp depend on it.

Central differencing with the same converged recombination coefficients gives 15 negative nodes. Near the n side the flux is negligible beside its two parts, so neighbours obey

n_k/n_{k+1} = (1 − δ/2)/(1 + δ/2) = −2.18/4.18 = −0.52,

where node k+1 is the one nearer the n side.

The first node inside the ramp therefore has −5.2×10⁻⁸ Å⁻³, about half the majority density with the wrong sign.

Calculated quantities

```
Irregular mesh, dimensionless weights
nodes: 81
smallest edge weight: 0.013595
smallest inverse entry, one leaky node: 8.5982
smallest inverse entry, contact on one side: 0.00027051
smallest inverse entry, short time step: 3.6721e-26
smallest inverse entry, central, short step: -0.00093431
Four-edge bar
thermal energy: 0.025 eV
diffusion coefficient: 100 eV A^2
node spacing: 100 A
potential energy drop per edge: 0.1 eV
scaled drop per edge: 4
B(-drop), B(drop): 4.0746 0.074629
central counterparts: 3 -1
fitted densities: 1e-09 1.006e-09 1.335e-09 1.9297e-08 1e-06 A^-3
central densities: 1e-09 -4.895e-08 1.009e-07 -3.4865e-07 1e-06 A^-3
field-free extraction limit: 2.5e-07 eV A^-2
end density at 0.9 and 1.1 of limit: 1e-07 -1e-07 A^-3
Rhombus, half-diagonals 100 A and 80 A, start 1e-6 A^-3 at A
weight of long diagonal: -0.225
weight of short diagonal: 0.225
side weights, long cut and short cut: 0.625 0.4
cell areas A and C, long cut: 2875 5125 A^2
time step: 2 1/eV
density at B, long cut: -1.1923e-08 A^-3
density at B, short cut: 7.2813e-10 A^-3
step where long-cut density at B changes sign: 23.062 1/eV
Uniform box
inverse lifetime: 1e-06 eV
starting n and fixed p: 1e-07 A^-3
time step: 8e+06 1/eV
lagged iterates: 1e-07 2e-08 1.3043e-08 1.2381e-08 1.2317e-08 A^-3
Newton iterates: 1e-07 -3.3333e-08 -5.2632e-09 9.8381e-09 1.2263e-08 A^-3
true implicit root: 1.2311e-08 A^-3
Reverse-biased p-i-n bar
gap: 3 eV
effective band density: 1e-05 A^-3
intrinsic density: 8.7565e-32 A^-3
majority and minority contact densities: 1e-07 7.6676e-56 A^-3
nodes: 41
spacing: 500 A
reverse bias energy: 2 eV
total potential energy drop: 4.7697 eV
scaled drop per ramp edge: 6.3597
iterations: 6
smallest density in all iterates: 2.369e-57 A^-3
middle-node electron and hole densities: 1.1945e-34 1.1945e-34 A^-3
total carrier flux: 2.8192e-34 eV A^-2
generation estimate: 2.8015e-34 eV A^-2
current density: 6.8624e-22 A/cm^2
most negative central density: -5.2151e-08 A^-3
negative nodes in central solution: 15
```
